# Spin-orbit splitting: Z⁴ for bare nuclei, roughly Z² for valence shells

Before starting a projector augmented-wave (PAW) calculation one must decide whether to include spin-orbit coupling. Including it turns each orbital into a two-component spinor and enlarges the matrices to be diagonalized. The decision depends on how the coupling compares with the energies of interest, and so on how fast it grows with nuclear charge \(Z\). From carbon to lead, a \(Z^4\) law predicts growth by a factor of about 35,000, a \(Z^2\) law by 187. The first holds, to first order in \(\alpha^2\) (\(\alpha\) the fine-structure constant), for one electron around a bare nucleus. The second is the better guide to the valence p shells of neutral atoms down a group of the periodic table.

## The estimate in four lines

Atomic units are used (\(\hbar=m=e=1\), speed of light \(c=1/\alpha\)), with energies in hartree and lengths in bohr. Spin-orbit coupling has the size \(\alpha^2V'/r\), where \(V(r)\) is the electron's potential energy. Near the nucleus \(V'\approx Z/r^2\), and the natural length there is \(1/Z\), so the coupling is of order

\[
\alpha^2\,\frac{Z}{(1/Z)^3}=\alpha^2Z^4 .
\]

The electron feels this only while it is inside. Its speed there is about \(Z\), so a passage lasts about \((1/Z)/Z=1/Z^2\). If the radial motion has period \(T\), the fraction of time spent inside is \(1/(Z^2T)\), and the splitting is

\[
\Delta\sim\alpha^2Z^4\,\frac{1}{Z^2T}=\frac{\alpha^2Z^2}{T}.
\]

Around a bare nucleus the whole orbit shrinks and quickens, \(T\propto1/Z^2\), which gives \(Z^4\). A valence electron spends most of its period in the outer atom, where it sees a mostly screened nucleus. There \(T\) changes down a group far less than \(Z^2\) does (by a factor of about 2 from carbon to lead, against 187), and roughly \(Z^2\) remains. The derivation below supplies the factors and shows what is neglected.

## The splitting as an expectation value

Take a central potential and let \(E\) exclude the rest energy. The radial Dirac equations for the large component \(G\) and small component \(F\) are

\[
G'+\frac{\kappa}{r}G=2cMF,\qquad
-c\left(F'-\frac{\kappa}{r}F\right)+VG=EG,
\]

with \(M=1+\alpha^2(E-V)/2\). Here \(\kappa=-(l+1)\) for \(j=l+\tfrac12\) and \(\kappa=l\) for \(j=l-\tfrac12\), with \(l\ge1\). Multiply the second equation by \(G\), integrate, and move the derivative from \(F\) to \(G\); the boundary terms vanish for a bound state. Then insert \(F\) from the first equation:

\[
\int\frac{(G'+\kappa G/r)^2}{2M}\,dr+\int VG^2dr=E\int G^2dr .
\]

The cross term of the square is integrated by parts:

\[
\int\frac{\kappa}{Mr}GG'dr=-\frac{\kappa}{2}\int G^2\left(\frac{1}{Mr}\right)'dr
=\frac{\kappa}{2}\int\frac{G^2}{Mr^2}dr-\frac{\kappa}{2}\int\frac{G^2}{r}\left(\frac1M\right)'dr .
\]

Its first part joins the \(\kappa^2\) term to give \(\kappa(\kappa+1)G^2/(2Mr^2)\). Since \(\kappa(\kappa+1)=l(l+1)\) for both values of \(\kappa\), this does not distinguish them. The last part does. To first order in \(\alpha^2\), \(1/M\approx1-\alpha^2(E-V)/2\), so \((1/M)'\approx\alpha^2V'/2\). First-order perturbation theory uses the nonrelativistic function \(u=rR\), normalized by \(\int u^2dr=1\), in place of \(G\). The \(\kappa\)-dependent energy is therefore \(-\kappa(\alpha^2/4)\langle V'/r\rangle\), and the upper level minus the lower one is

\[
\Delta=E_{l+1/2}-E_{l-1/2}=\frac{\alpha^2}{4}(2l+1)\left\langle\frac{V'}{r}\right\rangle .
\]

It is positive because \(V\) rises outward. This is the splitting of one orbital. The levels of an atom with two p electrons also depend on how the electrons couple to each other.

## The wave near the nucleus

Close to the nucleus set \(V=-Z/r\) and neglect \(E\):

\[
u''+\left[\frac{2Z}{r}-\frac{l(l+1)}{r^2}\right]u=0 .
\]

Let \(x=\sqrt{8Zr}\), so that \(dx/dr=4Z/x\), and write \(u\propto xf(x)\). Two differentiations give

\[
u''\propto\frac{16Z^2}{x}\left(f''+\frac{f'}{x}-\frac{f}{x^2}\right),
\]

where primes on \(f\) mean \(d/dx\). The bracket in the wave equation equals \(16Z^2/x^2-64Z^2l(l+1)/x^4\). Dividing the whole equation by \(16Z^2/x\) leaves

\[
f''+\frac{f'}{x}+\left[1-\frac{1+4l(l+1)}{x^2}\right]f=0 .
\]

Because \(1+4l(l+1)=(2l+1)^2\), this is Bessel's equation of order \(2l+1\). The solution regular at the nucleus is

\[
u=N\sqrt r\,J_{2l+1}\!\left(\sqrt{8Zr}\right).
\]

The energy has dropped out of the shape. It can enter only through \(N\), which the rest of the atom fixes.

## The normalization

With \(y=\ln r\) and \(u=\sqrt r\,w\), one finds \(u''=r^{-3/2}(w_{yy}-w/4)\), and the full radial equation becomes

\[
w_{yy}+q^2w=0,\qquad q^2=2(E-V)r^2-\left(l+\tfrac12\right)^2 .
\]

If \(q\) varies slowly over one oscillation, try \(w=Ae^{i\phi}\) with \(\phi_y=q\). The imaginary part requires \(2A_yq+Aq_y=0\), so \(A^2q\) is constant. With \(p=q/r\), the local radial momentum, the real standing wave is

\[
u=\frac{C}{\sqrt p}\cos\phi .
\]

Replace \(\cos^2\phi\) by its average \(\tfrac12\) and neglect the tails beyond the turning points. With the period \(T=2\int dr/p\),

\[
1=\int u^2dr\approx\frac{C^2}{2}\int\frac{dr}{p}=\frac{C^2T}{4},
\qquad C^2=\frac4T=\frac{2\omega}{\pi},\qquad \omega=\frac{2\pi}{T}.
\]

The frequency \(\omega\) is also the slope \(dE/dn\) of the semiclassical energy. It approximates the spacing of neighbouring levels only when \(\omega\) changes little from one level to the next, which is not so for the valence levels below, where \(\omega\) exceeds the binding energy. Each additional radial node adds \(\pi\) to the phase accumulated between the turning points, so at fixed \(l\) the quantization condition is \(\int p\,dr=\pi n+\text{const}\). Differentiating it, with \(\partial p/\partial E=1/p\), gives \((T/2)\,dE/dn=\pi\), hence \(\omega=dE/dn\).

Both forms of \(u\) hold where \(x\gg1\) but the potential is still nearly \(-Z/r\) and \(E\) is still negligible, if such a region exists. A high Coulomb level has one. A neutral atom strictly does not: even in lead, \(-rV\) has fallen to about half of \(Z\) at \(x=10\). For neutral atoms the matching is therefore an approximation, to be judged by the computed splittings. In the matching region \(p\approx\sqrt{2Z/r}\), and \(J^2_{2l+1}\) averages to \(1/(\pi x)\). Equating the averages of \(u^2\),

\[
\frac{N^2r}{\pi\sqrt{8Zr}}=\frac{C^2}{2}\sqrt{\frac{r}{2Z}}
\quad\Longrightarrow\quad N^2=\pi C^2=2\omega .
\]

The near-nucleus density is thus \(u^2=2\omega\,rJ^2_{2l+1}(\sqrt{8Zr})\). For the Coulomb level \(Z=82\), \(n=10\), \(l=1\), it agrees with the numerical density inside \(r=4/Z\) to 3.2% of the maximum there. For the valence p orbitals of the neutral atoms below it is too large close to the nucleus: at \(x=1\) the computed density is 0.86 of it in lead and 0.42 in carbon. The shortfall shrinks out to \(x\approx4\) and has turned into an excess by \(x=5\), so the splitting, which is an integral over this region, comes closer to its estimate.

## The integral

Two approximations enter here: \(V'/r\) is replaced by \(Z/r^3\), and the near-nucleus density is used for all \(r\). Both rely on the integrand being concentrated at small \(r\); in the variable \(x\) it falls on average as \(x^{-4}\). With \(r=x^2/(8Z)\), \(dr/r^2=16Z\,x^{-3}dx\), so

\[
\left\langle\frac{Z}{r^3}\right\rangle=2Z\omega\int\frac{J^2_{2l+1}}{r^2}\,r\,\frac{dr}{r}
=32Z^2\omega\,I_3,\qquad I_k=\int_0^\infty\frac{J_\mu^2}{x^k}dx,\quad \mu=2l+1 .
\]

To find \(I_3\), write Bessel's equation as \(x(xJ')'=(\mu^2-x^2)J\). Multiplying by \(2J'\) gives \([(xJ')^2]'=(\mu^2-x^2)(J^2)'\). Multiply this by \(x^{-2}\) and integrate by parts on both sides. With \(P=\int J'^2dx/x\), the result is \(2P=2\mu^2I_3\). A second expression for \(P\) comes from moving one derivative:

\[
P=\int x^{-2}(xJ')J'dx=-\int\frac{\mu^2-x^2}{x^3}J^2dx+2\int\frac{JJ'}{x^2}dx
=(2-\mu^2)I_3+I_1 .
\]

Equating the two, \(I_3=I_1/[2(\mu^2-1)]\). All boundary terms vanish for \(\mu\ge3\).

For \(I_1\), combine Bessel's equations of orders \(\mu\) and \(\nu\):

\[
\left[x(J_\nu J_\mu'-J_\mu J_\nu')\right]'=(\mu^2-\nu^2)\frac{J_\mu J_\nu}{x}.
\]

At large \(x\), \(J_\mu\to\sqrt{2/(\pi x)}\cos(x-\mu\pi/2-\pi/4)\), so the bracket tends to \((2/\pi)\sin[(\mu-\nu)\pi/2]\); at \(x=0\) it vanishes. Integrating and letting \(\nu\to\mu\) gives \(I_1=1/(2\mu)\). Therefore

\[
I_3=\frac{1}{4\mu(\mu^2-1)}=\frac{1}{16\,l(l+1)(2l+1)},
\]

which is \(1/96\) for \(l=1\). Consequently

\[
\left\langle\frac{Z}{r^3}\right\rangle=\frac{2Z^2\omega}{l(l+1)(2l+1)},\qquad
\boxed{\Delta\approx\frac{\alpha^2Z^2\omega}{2l(l+1)}} .
\]

## The two laws

For a bare nucleus \(E=-Z^2/(2n^2)\), so \(\omega=dE/dn=Z^2/n^3\) and

\[
\Delta=\frac{\alpha^2Z^4}{2n^3l(l+1)} .
\]

The fourth power itself needs no semiclassical argument. Coulomb orbitals depend on \(r\) through \(Zr\), so \(\langle Z/r^3\rangle\propto Z\cdot Z^3\). The prefactor agrees with numerical first-order splittings of 2p, 3p, 3d and 4d to within one part in \(10^4\), even though a 2p function has no radial node over which to average.

In a neutral atom the factor \(Z^2\) from the nuclear region survives, but \(\omega\) belongs to the whole orbit. The inner region contributes little to the period: out to a radius \(r\) where \(V\approx-Z/r\), a one-way passage takes about

\[
\int_0^r\sqrt{\frac{r'}{2Z}}\,dr'=\frac{2}{3}\,\frac{r^{3/2}}{\sqrt{2Z}},
\]

which falls as \(Z\) rises. This leaves out the centrifugal term and screening, so it gives only the order of magnitude: out to \(r=5/Z\) the actual passage takes 1.5 times as long in lead and 2.7 times in carbon, which is 0.02% and 12% of the half period. The outer region sets \(T\), and down a group the outer shells are similar. This similarity is a property of the atoms, not a consequence of the formula, and has to be checked. Across a period it fails: \(\omega\) rises steeply, and the splitting grows much faster than \(Z^2\). From boron to fluorine the first-order exponent is about 5, at the level of theory used below.

## Comparison on group 14

The free neutral atoms were computed self-consistently in the configuration s²p², with spherical, spin-unpolarized densities, nonrelativistic orbitals and local Dirac exchange. Correlation is left out. For lead the estimate with \(l=1\) reads

\[
\Delta\approx\frac{(0.0072974)^2(82)^2(0.4509)}{4}=0.04036\ \text{hartree}=1098\ \text{meV},
\]

against 1072 meV from \(\langle V'/r\rangle\) with the computed orbital. The valence p shells give:

| Atom | \(\omega\) (hartree) | Estimate (meV) | First order (meV) | Dirac (meV) |
|---|---|---|---|---|
| C | 0.966 | 12.6 | 8.6 | 8.6 |
| Si | 0.527 | 37.4 | 31.1 | 31.4 |
| Ge | 0.529 | 196 | 179 | 192 |
| Sn | 0.470 | 426 | 403 | 481 |
| Pb | 0.451 | 1098 | 1072 | 1840 |

A power law fitted to the five first-order values has exponent 1.87; the 2p levels of the bare nuclei with the same \(Z\) give 4.00. To see where 1.87 comes from, write the first-order splitting as \(s\) times the estimate. The factor \(s\) collects every departure from the estimate, including screening near the nucleus and the semiclassical normalization. It rises from 0.68 in carbon to 0.98 in lead. The fitted exponents add:

\[
2-0.263\ (\text{from }\omega)+0.134\ (\text{from }s)=1.871 .
\]

Most of the fall in \(\omega\) occurs between carbon and silicon. From silicon to lead the first-order splitting grows by \(1071.64/31.10=34.5\), which corresponds to an exponent \(\ln34.5/\ln(82/14)=2.00\). The closeness to 2 is a cancellation: over this range \(\omega\) still falls from 0.527 to 0.451, contributing \(-0.09\), while \(s\) rises from 0.83 to 0.98, contributing \(+0.09\).

Carbon is the poorest case for the argument, which assumes that the coupling arises close to the nucleus. In carbon 90% of the splitting arises inside 0.87 bohr, about half the mean radius of 1.84 bohr. In lead the corresponding radius is 0.040 bohr, about 1% of the mean radius of 3.50 bohr.

The last column of the table solves the Dirac equation in the same fixed potential. It departs from first order as \((\alpha Z)^2\) ceases to be small: this quantity is 0.002 in carbon and 0.36 in lead, where the Dirac splitting is 1.72 times the first-order one. The size of \((\alpha Z)^2\) alone does not fix this ratio: for the 2p level of a bare nucleus with \(Z=82\) it is 1.30. The Dirac values fit an exponent of 2.05, but the closeness to 2 is partly compensation. Carbon's high frequency flattens the fit and relativity steepens it. Between tin and lead alone, the Dirac splitting grows with exponent \(\ln(1840/481)/\ln(82/50)=2.7\). The table does not let the potential itself respond to relativity. For lead this response reduces the splitting: a self-consistent Dirac calculation with the same exchange, and the two p electrons spread evenly over the shell, gives about 1.4 eV instead of 1.84 eV.

## What this means for the calculation

The atomic splitting should be compared with the energies that matter in the solid, such as a gap, a crystal-field splitting or the accuracy sought. At this level of theory it is about 9 meV for carbon, 0.2 eV for germanium and 1 to 2 eV for lead. Beside an energy scale of order 1 eV the first is small and the last is not.

The radii also show where the coupling must be evaluated. In lead it comes from a region where the smooth PAW function does not represent the true orbital, so the matrix elements need the all-electron partial waves inside the augmentation sphere. For so heavy an atom a first-order treatment with nonrelativistic orbitals is not enough: in the fixed potential used here it yields only 58% of the Dirac splitting. This comparison does not separate the effect of the orbitals from that of expanding \(1/M\) and stopping at first order.

The numerical check computes the tabulated splittings and frequencies, the radii, the bare-nucleus tests and the group 14 fits. It does not include the boron-to-fluorine exponent, the inner passage times, the near-nucleus density and potential ratios of the neutral atoms, or the self-consistent Dirac value for lead.

## Calculated quantities

```
fine-structure constant alpha = 0.00729735
1 hartree = 27211.39 meV
Bessel integral for l=1 = 0.0104167
near-nucleus density error, Z=82 n=10 = 3.23 %
Neutral atoms, valence p: energy, omega (hartree); radii (bohr)
C  Z= 6 E=-0.1580 omega=0.9659 r90=0.872 mean r=1.841
Si Z=14 E=-0.1178 omega=0.5272 r90=0.293 mean r=2.877
Ge Z=32 E=-0.1147 omega=0.5292 r90=0.112 mean r=2.973
Sn Z=50 E=-0.1102 omega=0.4699 r90=0.068 mean r=3.335
Pb Z=82 E=-0.1080 omega=0.4509 r90=0.040 mean r=3.496
Splittings (meV): first order, estimate, Dirac; s = first/estimate
C  first=8.60 estimate=12.60 Dirac=8.62 s=0.683 Dirac/first=1.002
Si first=31.10 estimate=37.44 Dirac=31.43 s=0.831 Dirac/first=1.011
Ge first=178.88 estimate=196.31 Dirac=191.50 s=0.911 Dirac/first=1.071
Sn first=402.74 estimate=425.56 Dirac=481.03 s=0.946 Dirac/first=1.194
Pb first=1071.64 estimate=1098.43 Dirac=1839.68 s=0.976 Dirac/first=1.717
Bare-nucleus 2p splitting, first order (meV)
Z= 6 splitting=58.686
Z=14 splitting=1739.6
Z=32 splitting=47482
Z=50 splitting=2.8302e+05
Z=82 splitting=2.0473e+06
fitted exponent, bare nuclei = 4.0000
fitted exponent, neutral atoms, first order = 1.871
fitted exponent, neutral atoms, Dirac = 2.045
fitted exponent of omega = -0.263
fitted exponent of screening factor s = 0.134
Pb/C ratio of first-order splittings = 124.6
Pb/C ratio of Z squared = 186.8
Pb/C ratio of Z to the fourth = 34886
bare Z=82 2p, Dirac/first order = 1.295
largest virial-ratio error = 5.1e-08
```
